# Terms of np² n′p from their parents, and what parent labels mean: a numerical check

```python
# Result under test: the configuration np^2 n'p (inequivalent outer p electron)
# has 90 states forming ten LS terms:
#   parent 3P -> 4S 4P 4D 2S 2P 2D;  parent 1D -> 2P 2D 2F;  parent 1S -> 2P.
# L, S: total orbital and spin quantum numbers; the parent is the term of np^2.
# Model for the meaning of the labels: parent energies plus monopole exchange K
# between core and outer electron. All operators are built on determinants.
# Spin orbital index = 6*shell + 2*(m+1) + spin; shell 0 is core, 1 is outer;
# spin 0 is down, 1 is up. A determinant is a bit mask of occupied indices.
from itertools import combinations
from collections import Counter
import numpy as np

LETTERS = "SPDFG"
PARENTS = {"3P": (1, 2), "1D": (2, 0), "1S": (0, 0)}   # (L, 2S)


def term_name(L, two_S):
    return f"{two_S + 1}{LETTERS[L]}"


def size(L, two_S):
    return (2 * L + 1) * (two_S + 1)


def projections(det):
    """Return (2*M_S, M_L) of a determinant."""
    occupied = [i for i in range(12) if det >> i & 1]
    return (sum(2 * (i % 2) - 1 for i in occupied),
            sum((i % 6) // 2 - 1 for i in occupied))


def terms_from_table(dets):
    """Remove the highest term repeatedly from the (M_S, M_L) table."""
    table = Counter(projections(d) for d in dets)
    found = Counter()
    while table:
        two_S, L = max(table)
        found[(L, two_S)] += 1
        for two_ms in range(-two_S, two_S + 1, 2):
            for ml in range(-L, L + 1):
                table[(two_ms, ml)] -= 1
                assert table[(two_ms, ml)] >= 0
        table = Counter({k: v for k, v in table.items() if v > 0})
    return found


all_dets = [sum(1 << i for i in c) for c in combinations(range(12), 3)]
dets = [d for d in all_dets if bin(d & 63).count("1") == 2]
p3_dets = [d for d in all_dets if d < 64]
core_dets = [sum(1 << i for i in c) for c in combinations(range(6), 2)]
position = {d: k for k, d in enumerate(dets)}
N = len(dets)


def apply_string(ops, det):
    """Apply (index, is_creation) operators, rightmost first."""
    sign = 1
    for index, creation in reversed(ops):
        if bool(det >> index & 1) == creation:
            return 0, det
        if bin(det & ((1 << index) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << index
    return sign, det


def matrix(strings):
    result = np.zeros((N, N))
    for column, det in enumerate(dets):
        for coefficient, ops in strings:
            sign, new = apply_string(ops, det)
            if sign:
                result[position[new], column] += coefficient * sign
    return result


def angular_operators(shells):
    """Return L^2, S^2, L_z, S_z for the electrons in the given shells."""
    lz, sz, lp, sp = [], [], [], []
    for shell in shells:
        for m in (-1, 0, 1):
            for s in (0, 1):
                i = 6 * shell + 2 * (m + 1) + s
                number = [(i, True), (i, False)]
                lz.append((m, number))
                sz.append((s - 0.5, number))
                if m < 1:
                    lp.append((np.sqrt(2), [(i + 2, True), (i, False)]))
                if s == 0:
                    sp.append((1.0, [(i + 1, True), (i, False)]))
    Lz, Sz, Lp, Sp = map(matrix, (lz, sz, lp, sp))
    return (Lp.T @ Lp + Lz @ Lz + Lz, Sp.T @ Sp + Sz @ Sz + Sz, Lz, Sz)


# --- Counting by vector addition, by table and by operators ---
coupled = {}
for parent, (Lc, two_Sc) in PARENTS.items():
    coupled[parent] = [(L, two_S)
                       for two_S in range(two_Sc + 1, abs(two_Sc - 1) - 1, -2)
                       for L in range(abs(Lc - 1), Lc + 2)]
predicted = Counter(t for terms in coupled.values() for t in terms)
table_terms = terms_from_table(dets)
p3_terms = terms_from_table(p3_dets)
assert N == 90 and len(core_dets) == 15 and len(p3_dets) == 20
assert terms_from_table(core_dets) == Counter(PARENTS.values())
assert table_terms == predicted
assert p3_terms == Counter([(0, 3), (1, 1), (2, 1)])
central_cell = sum(projections(d) == (1, 0) for d in dets)
assert central_cell == sum(predicted.values())

L2, S2, Lz, Sz = angular_operators((0, 1))
core_L2, core_S2, _, _ = angular_operators((0,))
values, vectors = np.linalg.eigh(core_L2 + 10 * core_S2)
projector, parent_states = {}, {}
for parent, (Lc, two_Sc) in PARENTS.items():
    target = Lc * (Lc + 1) + 10 * two_Sc * (two_Sc + 2) / 4
    chosen = vectors[:, abs(values - target) < 1e-8]
    projector[parent] = chosen @ chosen.T
    parent_states[parent] = chosen.shape[1]
    assert chosen.shape[1] == sum(size(*t) for t in coupled[parent])
assert sum(parent_states.values()) == N

identity = np.eye(N)
stretched = {}   # one state, M_L = L and M_S = S, for each term
for two_S in (1, 3):
    for L in range(5):
        S = two_S / 2
        deviations = (L2 - L * (L + 1) * identity, S2 - S * (S + 1) * identity,
                      Lz - L * identity, Sz - S * identity)
        val, vec = np.linalg.eigh(sum(A @ A for A in deviations))
        basis = vec[:, val < 1e-8]
        assert basis.shape[1] == predicted[(L, two_S)]
        for parent in PARENTS:
            count = np.trace(basis.T @ projector[parent] @ basis)
            assert abs(count - coupled[parent].count((L, two_S))) < 1e-8
        if basis.shape[1]:
            stretched[(L, two_S)] = basis

# --- Monopole exchange: a_i^+ b_j^+ a_j b_i summed over spin orbitals ---
exchange = matrix([(1.0, [(i, True), (6 + j, True), (j, False), (6 + i, False)])
                   for i in range(6) for j in range(6)])
exchange_values = np.linalg.eigvalsh(exchange)
n_plus = int(np.sum(abs(exchange_values - 2) < 1e-9))
n_minus = int(np.sum(abs(exchange_values + 1) < 1e-9))
assert n_plus == len(p3_dets) and n_minus == N - len(p3_dets)


def pair_weights(L, two_S):
    """Parent weights of a p^3 term from averages of s1.s2 and l1.l2."""
    S = two_S / 2
    triplet = 0.75 + (S * (S + 1) - 2.25) / 6
    l_dot_l = (L * (L + 1) - 6) / 6
    singlet = 1 - triplet
    w_1S = (singlet - triplet - l_dot_l) / 3
    return {"3P": triplet, "1D": singlet - w_1S, "1S": w_1S}


for term in p3_terms:
    basis = stretched[term]
    p3_like = basis.T @ (exchange + identity) @ basis / 3
    for parent, weight in pair_weights(*term).items():
        direct = np.trace(p3_like @ basis.T @ projector[parent] @ basis)
        assert abs(direct - weight) < 1e-9

# --- Worked model, energies in eV ---
parent_energy = {"3P": 0.0, "1D": 1.2, "1S": 3.0}
gap = parent_energy["1D"] - parent_energy["3P"]


def solve_model(K):
    H = K * exchange + sum(parent_energy[p] * projector[p] for p in PARENTS)
    rows, full = [], []
    for (L, two_S), basis in stretched.items():
        energies, mix = np.linalg.eigh(basis.T @ H @ basis)
        for k, energy in enumerate(energies):
            state = basis @ mix[:, k]
            weights = {p: float(state @ projector[p] @ state) for p in PARENTS}
            rows.append((float(energy), L, two_S, weights))
            full += [energy] * size(L, two_S)
    assert np.allclose(np.sort(full), np.linalg.eigvalsh(H), atol=1e-9)
    for energy, L, two_S, weights in rows:
        if predicted[(L, two_S)] == 1:
            only = next(p for p in PARENTS if (L, two_S) in coupled[p])
            shift = 2 * K if (L, two_S) in p3_terms else -K
            assert abs(weights[only] - 1) < 1e-9
            assert abs(energy - parent_energy[only] - shift) < 1e-9
        else:
            w = pair_weights(L, two_S)
            secular = 3 * K * sum(w[p] / (energy + K - parent_energy[p])
                                  for p in PARENTS)
            assert abs(secular - 1) < 1e-7
    root = np.sqrt(gap**2 + 9 * K**2)
    doublet_D = sorted((r for r in rows if r[1:3] == (2, 1)), key=lambda r: r[0])
    assert np.allclose([r[0] for r in doublet_D],
                       [K / 2 + (gap - root) / 2, K / 2 + (gap + root) / 2])
    minority = doublet_D[0][3]["1D"]
    assert abs(minority - (1 - gap / root) / 2) < 1e-9
    return sorted(rows, key=lambda r: r[0]), minority


weak_K, strong_K = 0.1, 0.4
weak_rows, weak_minority = solve_model(weak_K)
strong_rows, strong_minority = solve_model(strong_K)
assert strong_minority > weak_minority > 0

# --- Printed numbers ---
print(f"core microstates: {len(core_dets)}; outer spin orbitals: {N // len(core_dets)}")
print(f"determinants of np^2 n'p: {N}")
for parent, terms in coupled.items():
    text = ", ".join(f"{term_name(*t)} ({size(*t)})" for t in terms)
    print(f"parent {parent}, terms (states): {text}")
    print(f"  states with parent {parent}: {parent_states[parent]}")
print(f"sum over parents: {sum(parent_states.values())} states")
print("terms from M_L, M_S table: " + ", ".join(
    f"{term_name(*t)} x{n}" for t, n in table_terms.items()))
print(f"number of terms: {sum(table_terms.values())}")
print(f"microstates with M_L=0, M_S=1/2: {central_cell}")
print(f"equivalent p^3: {len(p3_dets)} states, terms "
      + ", ".join(term_name(*t) for t in p3_terms))
print(f"exchange +2K: {n_plus} states; exchange -K: {n_minus} states")
for term in p3_terms:
    w = pair_weights(*term)
    print(f"p^3 {term_name(*term)} pair weights: "
          + ", ".join(f"{p} {abs(w[p]):.4f}" for p in PARENTS))
print("parent energies (eV): "
      + ", ".join(f"{p} {e:.1f}" for p, e in parent_energy.items()))
for K, rows, minority in ((weak_K, weak_rows, weak_minority),
                          (strong_K, strong_rows, strong_minority)):
    print(f"K = {K:.1f} eV: term, energy (eV), weights of 3P, 1D, 1S")
    for energy, L, two_S, weights in rows:
        print(f"  {term_name(L, two_S)} {energy:8.4f}   "
              + "  ".join(f"{abs(weights[p]):.4f}" for p in PARENTS))
    print(f"  minority parent weight in 2D: {minority:.4f}")
print("every check passed")
```

Output:

```
core microstates: 15; outer spin orbitals: 6
determinants of np^2 n'p: 90
parent 3P, terms (states): 4S (4), 4P (12), 4D (20), 2S (2), 2P (6), 2D (10)
  states with parent 3P: 54
parent 1D, terms (states): 2P (6), 2D (10), 2F (14)
  states with parent 1D: 30
parent 1S, terms (states): 2P (6)
  states with parent 1S: 6
sum over parents: 90 states
terms from M_L, M_S table: 4D x1, 4P x1, 4S x1, 2F x1, 2D x2, 2P x3, 2S x1
number of terms: 10
microstates with M_L=0, M_S=1/2: 10
equivalent p^3: 20 states, terms 4S, 2D, 2P
exchange +2K: 20 states; exchange -K: 70 states
p^3 4S pair weights: 3P 1.0000, 1D 0.0000, 1S 0.0000
p^3 2D pair weights: 3P 0.5000, 1D 0.5000, 1S 0.0000
p^3 2P pair weights: 3P 0.5000, 1D 0.2778, 1S 0.2222
parent energies (eV): 3P 0.0, 1D 1.2, 1S 3.0
K = 0.1 eV: term, energy (eV), weights of 3P, 1D, 1S
  2S  -0.1000   1.0000  0.0000  0.0000
  4P  -0.1000   1.0000  0.0000  0.0000
  4D  -0.1000   1.0000  0.0000  0.0000
  2D   0.0315   0.9851  0.0149  0.0000
  2P   0.0362   0.9900  0.0090  0.0010
  4S   0.2000   1.0000  0.0000  0.0000
  2F   1.1000   0.0000  1.0000  0.0000
  2P   1.1903   0.0087  0.9891  0.0022
  2D   1.2685   0.0149  0.9851  0.0000
  2P   2.9735   0.0013  0.0019  0.9968
  minority parent weight in 2D: 0.0149
K = 0.4 eV: term, energy (eV), weights of 3P, 1D, 1S
  2S  -0.4000   1.0000  0.0000  0.0000
  4P  -0.4000   1.0000  0.0000  0.0000
  4D  -0.4000   1.0000  0.0000  0.0000
  2D  -0.0485   0.8536  0.1464  0.0000
  2P  -0.0044   0.8737  0.1174  0.0090
  2F   0.8000   0.0000  1.0000  0.0000
  4S   0.8000   1.0000  0.0000  0.0000
  2P   1.2074   0.0976  0.8445  0.0578
  2D   1.6485   0.1464  0.8536  0.0000
  2P   2.9970   0.0287  0.0381  0.9332
  minority parent weight in 2D: 0.1464
every check passed
```
